# Why straight-looking edges of equilibrium islands are not facets

## One kink on a straight edge

Consider the edge of a flat island, one atom high, on a square lattice. The edge runs along a close-packed row, contains $N$ columns of atoms and is perfectly straight. Let one kink appear: at some column the edge steps up or down by one atom and continues straight from there. This costs a kink energy $\varepsilon$, but the kink can sit at $N$ places and have either sign. The one-kink states together have the free energy

$$\Delta F=\varepsilon-kT\ln(2N)$$

relative to the straight edge. The cost is fixed while the entropy grows with length, so $\Delta F$ becomes negative once $N>\tfrac12e^{\varepsilon/kT}$.

Take a lattice spacing $a=0.25$ nm, $\varepsilon=0.13$ eV and $T=300$ K, where $kT=0.02585$ eV. Then $x=e^{-\varepsilon/kT}=0.00655$, and the crossover lies at $N=1/(2x)\approx76$ columns, or 19 nm. A shorter edge is more likely straight than singly kinked. A much longer one will almost certainly contain kinks, although it may look straight in an image.

A facet is more than a straight-looking edge. It is a stretch of the macroscopic equilibrium shape that is strictly straight and keeps a fixed fraction of the island's size as the island grows. The following model has edges that look straight and are not facets.

## The counter-example: independent kinks

Let nearest neighbours be bound by an energy $J$. An island of $N_a$ atoms with a perimeter of $P$ atomic lengths has $(4N_a-P)/2$ bonds, since each atom has four sides and each bond uses two. Its energy is $-2JN_a+(J/2)P$, so each atomic length of edge costs $\varepsilon=J/2$, whether it runs along the row or across it.

Describe the upper edge by one height $h_i$ per column, in units of $a$. This excludes overhangs, which are restored later. With $n_i=h_{i+1}-h_i$,

$$E=\varepsilon\sum_i\left(1+|n_i|\right).$$

The $n_i$ are independent, each with weight $x^{|n|}$. Write $b=\varepsilon/kT$, so $x=e^{-b}$. A field $\eta$ that favours upward kinks gives the single-column sum, for $|\eta|<b$,

$$z(\eta)=\sum_{n=-\infty}^{\infty}x^{|n|}e^{\eta n}
=1+\frac{xe^{\eta}}{1-xe^{\eta}}+\frac{xe^{-\eta}}{1-xe^{-\eta}}.$$

Over the common denominator $(1-xe^{\eta})(1-xe^{-\eta})=1-2x\cosh\eta+x^2$, the three numerators are $1-xe^\eta-xe^{-\eta}+x^2$, $xe^\eta-x^2$ and $xe^{-\eta}-x^2$. They add up to $1-x^2$, so

$$z(\eta)=\frac{1-x^2}{1-2x\cosh\eta+x^2},\qquad z(0)=\frac{1+x}{1-x}.$$

The mean kink in the field, which is the mean slope of the edge, is

$$p(\eta)=\frac{d\ln z}{d\eta}=\frac{2x\sinh\eta}{1-2x\cosh\eta+x^2}.$$

It vanishes at $\eta=0$. Its derivative there is the variance of one kink:

$$s=\langle n^2\rangle=\frac{2x}{(1-x)^2}.$$

Independent variances add, so

$$\langle(h_N-h_0)^2\rangle=Ns.$$

Since $s>0$ at every $T>0$, the height difference grows without bound. It reaches one atom (rms) at the length $a/s$. A column is unkinked with probability $1/z(0)=(1-x)/(1+x)$ and kinked with probability $2x/(1+x)$. The mean kink spacing is therefore $a(1+x)/(2x)$, and all $N$ columns are unkinked with probability $[(1-x)/(1+x)]^N$, which decays exponentially with $N$.

At 300 K, $s=0.0133$, the kink spacing is 19.2 nm and $a/s$ is 18.8 nm. An edge of 100 nm has 400 columns, hence:

- $400\times2x/(1+x)=5.2$ kinked columns on average;
- an rms end-to-end height difference of $\sqrt{400\times0.01327}=2.3$ atoms, or 0.58 nm;
- a probability of 0.005 of having no kink.

A rise of 0.58 nm over 100 nm is a tilt of only 0.33 degrees. In general the rms height difference divided by the length is $\sqrt{s/N}$, which tends to zero. The edge thus has a well-defined direction and looks straighter the longer it is, while its absolute wandering increases.

Heating to 600 K gives $x=0.081$ and $s=0.19$. The kink spacing falls to 1.7 nm and $a/s$ to 1.3 nm. On cooling, $a/s\approx(a/2)e^{b}$ grows exponentially but stays finite. The order of limits matters: at fixed length, $T\to0$ gives a straight edge; at fixed $T>0$, growing length gives a rough one.

## The cusp disappears

Wandering alone does not fix the macroscopic shape. For that we need the free energy of a tilted edge. Let $Z_N(H)$ be the kink partition function of $N$ columns with total rise $H$, so that $z(\eta)^N=\sum_HZ_N(H)e^{\eta H}$. The terms of this sum are concentrated around $H=Np(\eta)$ within a width of order $\sqrt N$. The central term therefore equals the whole sum up to a factor of order $\sqrt N$, which does not affect the free energy per column at large $N$. Hence $\ln Z_N(Np)\approx N[\ln z(\eta)-\eta p]$, and the free energy per column is

$$\varphi(p)=\varepsilon+kT\left[\eta p-\ln z(\eta)\right],\qquad p=\frac{d\ln z}{d\eta}.$$

Differentiate with respect to $p$. The two terms containing $d\eta/dp$ cancel because $p=d\ln z/d\eta$, leaving

$$\varphi'(p)=kT\,\eta(p).$$

Near zero slope $p\approx s\eta$, so $\varphi'\approx kT\,p/s$ and

$$\varphi(p)\approx\varphi(0)+\frac{kT}{2s}p^2 .$$

At $T=0$ a tilted edge has the fewest kinks its slope allows, and $\varphi=\varepsilon(1+|p|)$. This has a cusp: its derivative jumps from $-\varepsilon$ to $+\varepsilon$. At any $T>0$ the jump is gone. A tilt no longer has to create all its kinks, because it can shift the balance between up and down kinks already present.

The parabola holds for slopes well below $2x$. For $x\ll p\ll1$, the formula for $p(\eta)$ reduces to $p\approx xe^{\eta}$, so $\varphi'\approx kT\ln(p/x)=\varepsilon+kT\ln p$. The curve is steep there, but its slope is still below $\varepsilon$. At 300 K a slope of 0.01 costs 0.093 meV per column, against 1.30 meV for the zero-temperature cusp. A slope of 0.05 costs 1.6 meV against 6.5 meV. Building up the height distribution of 4096 columns by repeated convolution reproduces these two tilt costs within 2 per cent.

## The shape of the island

An equilibrium island minimizes its edge free energy at a fixed number of atoms. Let $\mu$ be the Lagrange multiplier for that number: the free-energy gain per atom added to the island's interior. Let the boundary be the curve $(X(t),Y(t))$, in units of length, and let $\Gamma(\dot X,\dot Y)\,dt$ be the free energy of an element. On the upper edge $p=\dot Y/\dot X$, and there are $\dot X\,dt/a$ columns in the element, so $\Gamma=\dot X\varphi(p)/a$. The area is $\int Y\dot X\,dt$, with $1/a^2$ atoms per area, and the quantity to be made stationary is

$$\int\left[\Gamma(\dot X,\dot Y)-\frac{\mu}{a^2}Y\dot X\right]dt .$$

The Euler–Lagrange equations for $X$ and $Y$ are

$$\frac{d}{dt}\left(\frac{\partial\Gamma}{\partial\dot X}-\frac{\mu}{a^2}Y\right)=0,\qquad
\frac{d}{dt}\frac{\partial\Gamma}{\partial\dot Y}=-\frac{\mu}{a^2}\dot X .$$

Both integrate at once, with constants $X_0,Y_0$ that are the same all round the island. Reversing the direction of an element leaves $\Gamma$ unchanged and reverses its gradient, so the curve is symmetric under inversion about $(X_0,Y_0)$. That point is the centre, and we place the origin there. With $\partial\Gamma/\partial\dot X=(\varphi-p\varphi')/a$ and $\partial\Gamma/\partial\dot Y=\varphi'/a$,

$$Y=\frac a\mu\left(\varphi-p\varphi'\right),\qquad X=-\frac a\mu\varphi'(p).$$

This is Wulff's construction, and the second equation contains the answer. A facet is a range of $X$ sharing the single slope $p=0$. Its length is $a/\mu$ times the jump of $\varphi'$ at $p=0$. At $T=0$ the jump is $2\varepsilon$, and the facet has length $2a\varepsilon/\mu$, the full side of a square. At $T>0$ the jump is zero and so is the facet length.

Set $m=\mu/kT$. Since $\varphi'=kT\eta$, we have $\eta=-mX/a$, and $\varphi-p\varphi'=\varepsilon-kT\ln z(\eta)$. Because $z$ is even,

$$Y(X)=\frac am\left[b-\ln z\!\left(\frac{mX}{a}\right)\right].$$

The distance from the centre to the middle of the edge is $R=Y(0)=a\varphi(0)/\mu$. At 300 K, $\varphi(0)=0.130$ eV. Since $\ln z\approx\ln z(0)+s\eta^2/2$ near $\eta=0$, the middle of the edge has curvature $ms/a$ and radius of curvature

$$\rho=\frac{a}{ms},\qquad \frac{\rho}{R}=\frac{kT}{\varphi(0)\,s}.$$

The ratio is independent of island size. At 300 K it is 15, a very gentle arc; at 600 K it is 2.2, much closer to the value 1 of a circle.

The profile can be checked without the continuum argument, by summing over all height configurations with a transfer matrix. For half an edge of 60 columns with $x=0.2$ and $m=0.015$, free at the symmetry axis and pinned at the far end, the mean profile agrees with the formula within 0.0009 atoms, while the total sag exceeds ten atoms. With one end free the kinks remain independent, so this comparison tests the passage from a sum over columns to a smooth curve. It does not test the finite-size correction that arises when both ends of an edge are tied.

## How much of the edge looks straight

Call the edge apparently straight where its mean profile lies less than one atom below its middle. The limit $X$ follows from $Y(0)-Y(X)=a$, or $\ln[z(u)/z(0)]=m$ with $u=mX/a$. Inserting $z$,

$$\frac{(1-x)^2}{1-2x\cosh u+x^2}=e^{m}
\quad\Rightarrow\quad
2x\cosh u=1+x^2-(1-x)^2e^{-m}.$$

Writing $1+x^2=2x+(1-x)^2$ and dividing by $2x$,

$$\cosh u=1+\frac{(1-x)^2}{2x}\left(1-e^{-m}\right).$$

For $R=100$ nm at 300 K, $\mu=0.324$ meV and $m=0.01254$. The right side is $1+75.4\times0.01246=1.94$, so $u=1.28$ and $X=0.25\times1.28/0.01254\approx25.5$ nm. With the temperature held fixed, three sizes give:

| $R$ (nm) | $X$ (nm) | $X/R$ |
|---|---|---|
| 10 | 5.9 | 0.59 |
| 100 | 25.5 | 0.26 |
| 1000 | 86 | 0.086 |

The table uses the large-island formula. Tying both ends of the edge to the same height near the corners raises $X$ to 6.0–6.1 nm for the smallest island and to 25.6 nm for the middle one. More than half of the smallest island's edge looks straight, which is easily taken for a facet. With a true facet, the fraction would level off at a nonzero value as the island grows; here it shrinks towards zero. For large islands $m\ll s$, so $u$ is small and $u^2/2\approx m/s$. Then

$$X\approx a\sqrt{\frac{2}{ms}}=\sqrt{2a\rho},$$

the sag formula of a circular arc. Since $\rho\propto R$, the ratio $X/R$ falls as $R^{-1/2}$. Between 100 and 1000 nm it falls by a factor of 3.0, close to the limiting $\sqrt{10}\approx3.2$. Between 10 and 100 nm the factor is only 2.3: the smallest island, with $m\approx9s$, is far outside the regime $m\ll s$, and the 100 nm island, with $m\approx s$, has not yet reached it.

These widths refer to the mean profile. The apparently straight part of the 100 nm island spans $2X\approx51$ nm, or 204 columns. As a free edge this would have an rms height difference of $\sqrt{204\times0.01327}\approx1.6$ atoms. An instantaneous edge of this length is thus usually not atomically straight, even though its mean profile looks straight.

## The general statement

Independent kinks are not essential. Let the edge have single-valued heights, and assume:

1. the energy depends on the kinks $n_i$, not on the absolute height, follows the same rule at every column, and couples only kinks within a finite distance;
2. every sequence with $|n_i|\le n_{\max}$ has finite energy and larger kinks are excluded, where $n_{\max}\ge1$ may be as large as desired but is finite;
3. reversing the signs of all kinks together with their order along the edge leaves the energy unchanged, as the mirror symmetry of a close-packed edge requires.

Then at every $T>0$ the mean-square height difference grows in proportion to length, the edge free energy has no cusp at zero slope, and the equilibrium shape has no facet there.

**Proof of roughness.** Group the columns into blocks of $r$, with $r$ at least the interaction range, so that only adjacent blocks interact. Let $\sigma$ label the kinks in a block and $\nu(\sigma)$ their sum. There are finitely many states, and the transfer matrix between blocks has strictly positive entries. By the Perron–Frobenius theorem its largest eigenvalue is simple and separated from the rest. In a long edge the blocks then form a Markov chain with transition probabilities $P(\sigma,\sigma')>0$ and exponentially decaying correlations. By assumption 3, $\langle\nu\rangle=0$.

Define $g(\sigma)$ as the expected sum of $\nu$ over the present and all later blocks, given that the present block is $\sigma$. The sum converges because correlations decay exponentially. Separating the present block from the later ones gives

$$\nu(\sigma)=g(\sigma)-(Pg)(\sigma),\qquad (Pg)(\sigma)=\sum_{\sigma'}P(\sigma,\sigma')g(\sigma').$$

Summing over $B$ blocks and regrouping,

$$\sum_{k=0}^{B-1}\nu(\sigma_k)=g(\sigma_0)-g(\sigma_B)+\sum_{k=0}^{B-1}\left[g(\sigma_{k+1})-(Pg)(\sigma_k)\right].$$

Each bracket has zero mean for any given past, so different brackets are uncorrelated. Their variances add up to $BD$, where $D=\langle[g(\sigma')-(Pg)(\sigma)]^2\rangle$ over adjacent blocks. The two end terms are bounded and cannot alter growth proportional to $B$.

Suppose $D=0$. Every pair $(\sigma,\sigma')$ has positive probability, so $g(\sigma')=(Pg)(\sigma)$ for all pairs. Fix $\sigma$ and vary $\sigma'$: $g$ must be constant. Then $Pg=g$ and $\nu=0$ for every block state. But a block with a single kink $n=1$ is allowed and has $\nu=1$. Hence $D>0$.

**Proof that the cusp is absent.** Multiply the weights by $e^{\eta\nu}$ and let $\Lambda(\eta)$ be the largest eigenvalue of the resulting matrix. It is simple, so it is analytic in $\eta$. Assumption 3 pairs every edge with one of equal energy and opposite total rise, so $\Lambda$ is even. Put $G=(\ln\Lambda)/r$. It replaces $\ln z$ in the earlier argument, and $G''(0)=D/r>0$ is the variance per column. Hence $p=G'(\eta)$ can be inverted near $\eta=0$, and $\varphi'(p)=kT\eta(p)$ passes continuously through zero. Since the facet length is $a/\mu$ times the jump of $\varphi'$, it vanishes.

As an example, let two adjacent columns with kinks of the same sign repel by $w=0.02$ eV. To first order in $x$, each kink has two neighbouring columns where a like kink is now less likely, which lowers the kink density by the fraction $2x(1-e^{-w/kT})$. The resulting anticorrelation of neighbours lowers the variance by the same fraction again. The total, $4x(1-e^{-w/kT})$, is 1.4 per cent at 300 K, in agreement with the full transfer-matrix value. The repulsion reduces the roughness slightly but does not remove it.

## Overhangs and long-range forces

The nearest-neighbour lattice gas includes overhangs, as well as vacancies and detached atoms. Its equilibrium shape, quoted here from the solution of the two-dimensional Ising model, is

$$\cosh u+\cosh v=\frac{\cosh^2b}{\sinh b},\qquad u=\frac{mX}{a},\quad v=\frac{mY}{a}.$$

It can be checked on a strip. A boundary wave $e^{ikh}$ acts as an imaginary tilt field, so $u=ik$ turns the shape into the free energy $v$ of a wall per row. For strips eight sites wide with $b=2$, direct diagonalization gives sixteen wall levels that agree with this relation within $10^{-6}\,kT$.

Differentiating twice at $u=0$ gives $d^2v/du^2=-1/\sinh v_0$, where $v_0$ is the value of $v$ at $u=0$. Inserting $u=0$ in the shape relation gives $\cosh v_0=\cosh^2b/\sinh b-1$, which is solved by $v_0=b-\ln\coth(b/2)$. This equals $b-\ln z(0)=\varphi(0)/kT$ of the model without overhangs. At every temperature between zero and the critical temperature, $v_0$ is positive and finite. The curvature is then finite and, above all, not zero, so here too there is no facet. Compared with the model without overhangs, $s$ becomes $1/\sinh v_0\approx s(1+4x^3)$, a relative change of about one part in a million at 300 K.

Forces of unlimited range are outside the proof. As an estimate, let island atoms repel as the inverse cube of distance, with 1 meV at distance $a$. Pairs missing across the edge lower its energy by 6.6 meV per atom if the sum includes separations of up to 100 nm perpendicular to the edge. This is 0.3 per cent of the stiffness $\varphi''(0)=kT/s=1.95$ eV, but the stiffness itself changes by more, because the repulsion also makes kinks cheaper. At a kink a row of atoms ends, and $d$ pairs at separation $da$ are missing across that end. Counting half of each pair, as in $\varepsilon=J/2$, the kink energy falls by $\tfrac12\sum_d d\cdot d^{-3}=\tfrac12\sum_d d^{-2}\approx0.82$ in units of 1 meV. Since $s$ is nearly proportional to $e^{-\varepsilon/kT}$, this alone lowers the stiffness by about $0.82/25.85$, or 3 per cent. With all missing pairs included to first order, the stiffness falls by about 3.6 per cent for a reach of 100 nm. These sums do not converge: they grow as the logarithm of the reach. The drop in edge energy is 4.3, 6.6 and 8.9 meV for 10, 100 and 1000 nm, and the loss of stiffness is 3.4, 3.6 and 3.7 per cent. For islands of such sizes this repulsion makes the edge slightly softer, but the estimate says nothing about the limit of infinite size.

## Comparison with a real surface

The lattice spacing and kink energy are roughly those of close-packed steps on Cu(001), whose square symmetry the model shares. The lengths depend exponentially on the kink energy. With everything else fixed at 300 K, changing it from 0.13 to 0.12 or 0.14 eV moves the one-atom roughening length from 19 nm to 13 or 28 nm. Real kinks also have corner energies and further-neighbour bonds, so these lengths are estimates of scale. The model moreover makes the energy of a straight edge per atom equal to the kink energy, which need not hold in a metal. If the straight edge cost 0.22 eV per atom with the kink energy unchanged, $\rho/R$ at 300 K would be 8.9 instead of 15. The model's critical temperature, 1712 K, lies above the melting point of copper and is not a prediction for the metal. Finally, the island must have had time to equilibrate. The edges and branches of an island still growing, as in diffusion-limited aggregation, depend on how atoms arrive and move, and their straightness is no evidence for or against an equilibrium facet.

The computed values are collected in the numerical output below.

## Computed values

```
lattice spacing a = 0.25 nm
kink energy eps = 0.13 eV
lattice-gas critical temperature = 1712 K
T = 300 K: kT = 0.02585 eV, b = 5.029
  x = 0.00655, s = <n^2> = 0.01327
  mean kink spacing = 19.22 nm
  length for rms of one atom = 18.84 nm
  edge free energy = 0.1297 eV/atom
  curvature radius / R = 15.03
T = 600 K: kT = 0.05170 eV, b = 2.514
  x = 0.08092, s = <n^2> = 0.19159
  mean kink spacing = 1.67 nm
  length for rms of one atom = 1.30 nm
  edge free energy = 0.1216 eV/atom
  curvature radius / R = 2.22
edge of 100 nm at 300 K: 400 columns
  mean number of kinked columns = 5.20
  rms end-to-end height = 0.576 nm = 2.30 atoms
  apparent tilt = 0.33 degrees
  probability of no kink = 0.0053
tilt cost per column at 300 K, and T = 0 cusp value:
  slope 0.0100: 0.093 meV, cusp 1.301 meV
  slope 0.0500: 1.622 meV, cusp 6.506 meV
islands at 300 K, half-width X sagging under one atom:
  R = 10 nm: mu = 3.2415 meV, X = 5.94 nm
    X/R = 0.5944, lattice gas X/R = 0.5944
  R = 100 nm: mu = 0.3242 meV, X = 25.54 nm
    X/R = 0.2554, lattice gas X/R = 0.2554
  R = 1000 nm: mu = 0.0324 meV, X = 85.98 nm
    X/R = 0.0860, lattice gas X/R = 0.0860
neglected effects at 300 K:
  overhangs, bubbles: s changes by 0.0001 %
  like-kink repulsion 0.02 eV: s changes by -1.38 %
  eps = 0.12 eV: one-atom rms length 12.7 nm
  eps = 0.14 eV: one-atom rms length 27.9 nm
  inverse-cube repulsion, 1 meV at distance a:
    edge energy drops 6.58 meV/atom (100 nm reach)
    stiffness times a = 1.948 eV
    drop / (stiffness times a) = 0.34 %
checks against independent computation:
  island profile, largest error = 0.00086 atoms
  Ising strip levels, largest error = 5.2e-07 (units of kT)
```
